# Why a 180-degree phase edge stays dark under even pupil aberrations: verification in Python

```python
# Result under test: a thin 180-degree phase edge t(x) = sign(x), lit by one
# on-axis coherent plane wave, has scalar image intensity I(0) = 0 for every
# even pupil P(-f) = P(f), defocus included.
# Symbols: x = wafer position (nm), f = spatial frequency (1/nm),
# cutoff = NA/wavelength, p = f/cutoff, z = defocus (nm), E = image amplitude,
# I = |E|^2 with clear field = 1, K = curvature coefficient in I ~ K x^2.
# Independent road: a pixelated periodic mask is Fourier transformed, filtered
# and summed; its period is so long that neighbouring edges hardly matter.
import numpy as np
from scipy.integrate import dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici

wavelength, NA = 248.0, 0.60
cutoff = NA / wavelength
defocus_list = [0.0, 300.0, 600.0]
coma_waves = 0.02
phase_error_deg, amplitude_ratio = 3.0, 0.95
sigma = 0.30
resist_index = 1.75
blur_nm = 15.0
flare = 0.01
threshold = 0.30

# ---------- mask orders from a pixelated mask ----------
cells = 2**16
period = 2000 / cutoff
order = np.arange(-2800, 2801)
freq = order / period


def mask_orders(left_value):
    """Fourier coefficients of a mask: 1 for x>0, left_value for x<0."""
    centre = (np.arange(cells) + 0.5) / cells - 0.5
    mask = np.where(centre > 0, 1.0 + 0j, left_value)
    spectrum = np.fft.fft(mask)[order % cells] / cells
    shift = np.exp(-1j * np.pi * order / cells) * (-1.0) ** order
    return spectrum * shift * np.sinc(order / cells)


def pupil(fx, fy=0.0, z=0.0, coma=0.0):
    """Circular pupil with exact defocus and coma directed along x."""
    f2 = fx**2 + fy**2
    inside = f2 <= cutoff**2 * (1 + 1e-12)
    axial = np.sqrt(np.maximum(1 / wavelength**2 - f2, 0.0))
    phase = 2 * np.pi * z * (axial - 1 / wavelength)
    p2 = f2 / cutoff**2
    phase = phase + 2 * np.pi * coma * (3 * p2 - 2) * fx / cutoff
    return inside * np.exp(1j * phase)


def summed_amplitude(x, coeffs, pupil_values):
    return np.sum(coeffs * pupil_values * np.exp(2j * np.pi * freq * x))


phase_edge = mask_orders(-1.0)
chrome_edge = mask_orders(0.0)

# ---------- isolated-edge formulas ----------
nodes, weights = np.polynomial.legendre.leggauss(200)
half_f = 0.5 * cutoff * (nodes + 1)
half_w = 0.5 * cutoff * weights


def edge_amplitude(x, z):
    """(2/pi) integral of P(f) sin(2 pi f x)/f over 0..cutoff."""
    x = np.atleast_1d(x)
    kernel = np.sin(2 * np.pi * np.outer(x, half_f)) / half_f
    return 2 / np.pi * kernel @ (half_w * pupil(half_f, z=z))


def edge_intensity(x, z):
    return np.abs(edge_amplitude(x, z)) ** 2


def curvature(z):
    return 4 * abs(2 * np.sum(half_w * pupil(half_f, z=z))) ** 2


def dark_width(z):
    grid = np.arange(0.0, 400.0, 1.0)
    first = np.argmax(edge_intensity(grid, z) > threshold)
    assert first > 0
    root = brentq(lambda x: edge_intensity(x, z)[0] - threshold,
                  grid[first - 1], grid[first])
    return 2 * root


# ---------- the theorem for random even pupils ----------
rng = np.random.default_rng(7)
p = np.abs(freq) / cutoff
worst = 0.0
for trial in range(20):
    a = rng.normal(size=4) * 3
    even_phase = a[0] * p**2 + a[1] * p**3 + a[2] * p**4 + a[3] * p**6
    even_pupil = (p <= 1) * np.exp(-rng.uniform(0, 2) * p**2 + 1j * even_phase)
    worst = max(worst, abs(summed_amplitude(0, phase_edge, even_pupil)) ** 2)
assert worst < 1e-24

# ---------- coma direction, with a two-dimensional transform ----------
n2 = 128
mask2 = np.ones((n2, n2))
mask2[n2 // 2:, :] = -1.0
index = np.fft.fftfreq(n2) * n2
px, py = np.meshgrid(index / 10.5, index / 10.5, indexing="ij")
rho2 = px**2 + py**2
to_edge = np.exp(-1j * np.pi * index / n2)[:, None]
coma_2d = 0.10
edge_2d = {}
for name, axis in (("across", px), ("along", py)):
    lens = (rho2 <= 1) * np.exp(2j * np.pi * coma_2d * (3 * rho2 - 2) * axis)
    field = np.fft.ifft2(np.fft.fft2(mask2) * lens * to_edge)
    edge_2d[name] = np.max(np.abs(field[0]) ** 2)
assert edge_2d["along"] < 1e-24 and edge_2d["across"] > 0.01

# ---------- image profile, curvature, chrome edge ----------
sample_x = np.array([20.0, 50.0, 100.0])
edge_I, chrome_I = [], []
for z in defocus_list:
    lens = pupil(freq, z=z)
    for x in (-70.0, 20.0, 50.0, 100.0, 250.0):
        direct = summed_amplitude(x, phase_edge, lens)
        # tolerance covers the ripple of the neighbouring edges
        assert abs(direct - edge_amplitude(x, z)[0]) < 1e-3
    near = abs(summed_amplitude(1.0, phase_edge, lens)) ** 2
    assert abs(near / curvature(z) - 1) < 2e-3
    edge_I.append(abs(summed_amplitude(0, phase_edge, lens)) ** 2)
    chrome_I.append(abs(summed_amplitude(0, chrome_edge, lens)) ** 2)
    assert edge_I[-1] < 1e-24 and abs(chrome_I[-1] - 0.25) < 1e-10
si_value = 2 / np.pi * sici(2 * np.pi * cutoff * 50.0)[0]
assert abs(summed_amplitude(50.0, phase_edge, pupil(freq)) - si_value) < 1e-3
K = [curvature(z) for z in defocus_list]
widths = [dark_width(z) for z in defocus_list]
assert abs(K[0] / (16 * cutoff**2) - 1) < 1e-10
assert K[0] > K[1] > K[2] and widths[0] < widths[1] < widths[2]

# ---------- odd aberration: coma alone, then coma with defocus ----------
coma_lens = pupil(freq, coma=coma_waves)
mixed_lens = pupil(freq, z=300.0, coma=coma_waves)
coma_I0 = abs(summed_amplitude(0, phase_edge, coma_lens)) ** 2
zero_x = brentq(lambda x: summed_amplitude(x, phase_edge, coma_lens).real,
                -40, 40)
coma_min = abs(summed_amplitude(zero_x, phase_edge, coma_lens)) ** 2
shift_estimate = coma_waves * wavelength / NA
assert coma_min < 1e-18 and abs(zero_x / shift_estimate - 1) < 0.05
half_p = half_f / cutoff
odd_phase = 2 * np.pi * coma_waves * (3 * half_p**3 - 2 * half_p)
odd_formula = 2 / np.pi * np.sum(
    half_w * pupil(half_f, z=300.0) * np.sin(odd_phase) / half_f)
mixed_E0 = summed_amplitude(0, phase_edge, mixed_lens)
assert abs(mixed_E0 - odd_formula) < 1e-4
mixed = minimize_scalar(
    lambda x: abs(summed_amplitude(x, phase_edge, mixed_lens)) ** 2,
    bounds=(-60, 60), method="bounded", options={"xatol": 1e-6})
assert mixed.fun > 1e-7

# ---------- imperfect mask ----------
mask_I = {}
turn = np.exp(1j * np.radians(phase_error_deg))
for name, r in (("phase", turn), ("amplitude", amplitude_ratio),
                ("both", amplitude_ratio * turn)):
    E0 = summed_amplitude(0, mask_orders(-r), pupil(freq, z=300.0))
    mask_I[name] = abs(E0) ** 2
    assert abs(mask_I[name] - abs(1 - r) ** 2 / 4) < 1e-10

# ---------- off-axis and partially coherent illumination ----------
tilted = abs(summed_amplitude(0, phase_edge,
                              pupil(freq + sigma * cutoff))) ** 2
tilted_formula = (np.log((1 + sigma) / (1 - sigma)) / np.pi) ** 2
assert abs(tilted / tilted_formula - 1) < 1e-3


def disc_source_intensity(z):
    u, wu = np.polynomial.legendre.leggauss(8)
    angles = 2 * np.pi * (np.arange(24) + 0.5) / 24
    total = 0.0
    for ui, wi in zip(u, wu):
        radius = sigma * cutoff * np.sqrt(0.5 * (ui + 1))
        for angle in angles:
            lens = pupil(freq + radius * np.cos(angle),
                         radius * np.sin(angle), z=z)
            E0 = summed_amplitude(0, phase_edge, lens)
            total += 0.5 * wi / len(angles) * abs(E0) ** 2
    return total


def source_point_density(angle, r):
    chord = np.sqrt(1 - (r * np.sin(angle)) ** 2)
    s = r * np.cos(angle)
    return r * (np.log((chord + s) / (chord - s)) / np.pi) ** 2


disc_formula = dblquad(source_point_density, 0, sigma,
                       0, 2 * np.pi)[0] / (np.pi * sigma**2)
disc_I = [disc_source_intensity(z) for z in defocus_list]
# tolerance covers the discrete order at the rim of the shifted pupil
assert abs(disc_I[0] / disc_formula - 1) < 1e-2
assert abs(sigma**2 / np.pi**2 / disc_formula - 1) < 0.15

# ---------- longitudinal field for polarization across the edge ----------
Ez_I = {}
for name, n in (("air", 1.0), ("resist", resist_index)):
    sine = wavelength * freq / n
    cosine = np.sqrt(np.maximum(1 - sine**2, 0))
    for z in defocus_list:
        lens = pupil(freq, z=z)
        Ez = summed_amplitude(0, phase_edge, -sine * lens)
        Ex = summed_amplitude(0, phase_edge, cosine * lens)
        predicted = (wavelength / (2 * np.pi * n)) ** 2 * curvature(z)
        assert abs(Ex) < 1e-12 and abs(abs(Ez) ** 2 / predicted - 1) < 1e-3
        if z == 0:
            Ez_I[name] = abs(Ez) ** 2
            assert abs(Ez_I[name] / (2 * NA / (np.pi * n)) ** 2 - 1) < 1e-3

# ---------- Gaussian resist blur ----------
t, wt = np.polynomial.hermite.hermgauss(40)
blurred = np.sum(wt * edge_intensity(np.sqrt(2) * blur_nm * t, 0.0))
blurred /= np.sqrt(np.pi)
assert abs(blurred / (K[0] * blur_nm**2) - 1) < 0.05
flare_I = flare + (1 - flare) * edge_I[0]

# ---------- printed results ----------
print(f"wavelength = {wavelength:.0f} nm, NA = {NA:.2f}")
print(f"pupil cutoff NA/wavelength = {cutoff:.6f} 1/nm")
print(f"wavelength/NA = {1/cutoff:.1f} nm")
print(f"largest I(0), 20 random even pupils = {worst:.1e} (clear field 1)")
for i, z in enumerate(defocus_list):
    rim = 2 * np.pi * z / wavelength * (np.sqrt(1 - NA**2) - 1)
    values = edge_intensity(sample_x, z)
    print(f"defocus {z:.0f} nm: phase at pupil rim = {rim:.3f} rad")
    print(f"  phase edge I(0) = {edge_I[i]:.1e}, chrome I(0) = {chrome_I[i]:.4f}")
    print("  I at 20, 50, 100 nm = " + ", ".join(f"{v:.4f}" for v in values))
    print(f"  K = {K[i]:.3e} 1/nm^2, K/K(focus) = {K[i]/K[0]:.3f}")
    print(f"  dark-line width at I = {threshold:.2f}: {widths[i]:.1f} nm")
print(f"2D test, coma {coma_2d:.2f} waves across edge: I(0) = "
      f"{edge_2d['across']:.4f}")
print(f"2D test, same coma along edge: I(0) = {edge_2d['along']:.1e}")
print(f"coma {coma_waves:.2f} waves, in focus: I(0) = {coma_I0:.5f}")
print(f"  zero moves to x = {zero_x:.2f} nm; estimate {shift_estimate:.2f} nm")
print(f"coma {coma_waves:.2f} waves + 300 nm defocus: I(0) = "
      f"{abs(mixed_E0)**2:.5f}")
print(f"  smallest I = {mixed.fun:.2e} at x = {mixed.x:.2f} nm")
print(f"mask phase error {phase_error_deg:.0f} deg: I(0) = {mask_I['phase']:.2e}")
print(f"mask amplitude ratio {amplitude_ratio:.2f}: I(0) = "
      f"{mask_I['amplitude']:.2e}")
print(f"both mask errors: I(0) = {mask_I['both']:.2e}")
print(f"one source point at s = {sigma:.2f}, in focus: I(0) = {tilted:.4f}")
for z, value in zip(defocus_list, disc_I):
    print(f"disc source sigma {sigma:.2f}, defocus {z:.0f} nm: I(0) = {value:.4f}")
print(f"small-source estimate sigma^2/pi^2 = {sigma**2/np.pi**2:.4f}")
print(f"longitudinal |Ez(0)|^2 in air, in focus = {Ez_I['air']:.4f}")
print(f"longitudinal |Ez(0)|^2 in resist n = {resist_index:.2f}: "
      f"{Ez_I['resist']:.4f}")
print(f"  unpolarized light in resist: {Ez_I['resist']/2:.4f}")
print(f"Gaussian blur {blur_nm:.0f} nm, in focus: I(0) = {blurred:.4f}")
print(f"  leading estimate K*blur^2 = {K[0]*blur_nm**2:.4f}")
print(f"flare {100*flare:.0f} percent: I(0) = {flare_I:.4f}")
print("every check passed")
```

Output:

```
wavelength = 248 nm, NA = 0.60
pupil cutoff NA/wavelength = 0.002419 1/nm
wavelength/NA = 413.3 nm
largest I(0), 20 random even pupils = 8.1e-31 (clear field 1)
defocus 0 nm: phase at pupil rim = -0.000 rad
  phase edge I(0) = 2.1e-31, chrome I(0) = 0.2500
  I at 20, 50, 100 nm = 0.0371, 0.2196, 0.7255
  K = 9.365e-05 1/nm^2, K/K(focus) = 1.000
  dark-line width at I = 0.30: 118.4 nm
defocus 300 nm: phase at pupil rim = -1.520 rad
  phase edge I(0) = 2.0e-31, chrome I(0) = 0.2500
  I at 20, 50, 100 nm = 0.0304, 0.1805, 0.6054
  K = 7.662e-05 1/nm^2, K/K(focus) = 0.818
  dark-line width at I = 0.30: 131.8 nm
defocus 600 nm: phase at pupil rim = -3.040 rad
  phase edge I(0) = 3.1e-33, chrome I(0) = 0.2500
  I at 20, 50, 100 nm = 0.0163, 0.0984, 0.3512
  K = 4.097e-05 1/nm^2, K/K(focus) = 0.437
  dark-line width at I = 0.30: 182.6 nm
2D test, coma 0.10 waves across edge: I(0) = 0.1719
2D test, same coma along edge: I(0) = 1.4e-33
coma 0.02 waves, in focus: I(0) = 0.00639
  zero moves to x = 8.28 nm; estimate 8.27 nm
coma 0.02 waves + 300 nm defocus: I(0) = 0.00682
  smallest I = 8.65e-04 at x = 8.84 nm
mask phase error 3 deg: I(0) = 6.85e-04
mask amplitude ratio 0.95: I(0) = 6.25e-04
both mask errors: I(0) = 1.28e-03
one source point at s = 0.30, in focus: I(0) = 0.0388
disc source sigma 0.30, defocus 0 nm: I(0) = 0.0096
disc source sigma 0.30, defocus 300 nm: I(0) = 0.0316
disc source sigma 0.30, defocus 600 nm: I(0) = 0.0800
small-source estimate sigma^2/pi^2 = 0.0091
longitudinal |Ez(0)|^2 in air, in focus = 0.1459
longitudinal |Ez(0)|^2 in resist n = 1.75: 0.0476
  unpolarized light in resist: 0.0238
Gaussian blur 15 nm, in focus: I(0) = 0.0207
  leading estimate K*blur^2 = 0.0211
flare 1 percent: I(0) = 0.0100
every check passed
```
